\section*{Band change of a Bloch electron driven through a zone-boundary gap}

\section{The problem}

An electron of mass $m$ and charge $-e$ moves in one dimension in the periodic potential
\begin{equation}
U(x)=2V\cos(Gx)=V\left(e^{iGx}+e^{-iGx}\right),\qquad V>0,
\label{eq:U}
\end{equation}
whose lattice constant is $2\pi/G$. A uniform electric field of strength $F>0$ points towards $-x$, so that the force on the electron is $+eF$ and its potential energy in the field is $-eFx$. The electron starts in the lowest band with a wavevector $k$ well below the zone boundary $k=G/2$. The field carries it through the boundary, where a small gap $E_g$ separates the two lowest bands.

\begin{enumerate}
\item Estimate by scaling the field at which the electron begins to change band with appreciable probability.
\item Show that the passage is a Landau--Zener problem, that is, two states with constant coupling whose energy difference grows linearly in time.
\item Find the probability $P$ that the electron is in the upper band after one passage.
\item Evaluate $P$ for a lattice constant of 6 bohr, $V=0.01$ hartree, and fields of $0.00025$, $0.0005$ and $0.001$ atomic units. These are round model parameters and describe no particular material.
\end{enumerate}

Scattering by phonons and defects is left out, and so is the interaction between electrons. For a real solid this is a severe idealisation: the fields above are $1.3$ to $5$ MV/cm, beyond the static breakdown field of silicon (about $0.3$ MV/cm), and the time to cross the zone, $25$ to $100$ fs, is comparable with typical scattering times. The numbers illustrate the formula and do not predict a device current.

\section{First estimate by scaling}

Away from the boundary a weak potential hardly matters, and the electron is nearly free. Near $k=G/2$ its speed is
\begin{equation}
v=\frac{\hbar G}{2m}.
\label{eq:v}
\end{equation}
The potential connects the wave $k$ with the wave $k-G$, which near the boundary moves at about $-v$. The force $eF$ does work at the rate $veF$ on the first wave and $-veF$ on the second. Their energy difference therefore changes at the rate
\begin{equation}
\alpha=2veF.
\label{eq:alpha}
\end{equation}

The gap matters while this difference is comparable with $E_g$, which lasts for a time of order $t_g=E_g/\alpha$. To respond to the gap, the electron needs a time of order $\hbar/E_g$. The ratio of the two times is
\begin{equation}
\chi=\frac{E_g t_g}{\hbar}=\frac{E_g^2}{\hbar\alpha}=\frac{E_g^2}{2\hbar veF}.
\label{eq:chi}
\end{equation}
If $\chi\gg1$, the passage is slow and the electron stays in its band. If $\chi\ll1$, it has no time to respond, continues as a free electron, and ends in the upper band. The change between these regimes is expected near $\chi=1$, at the field
\begin{equation}
F_*=\frac{E_g^2}{2\hbar ve}.
\label{eq:Fstar}
\end{equation}

Scaling says a little more. If the passage depends on $E_g$, $\alpha$ and $\hbar$ alone, $P$ must be a function of $\chi$, the one dimensionless combination of these quantities up to powers. In the fast regime the probability of \emph{not} changing band can also be estimated. The relative phase of the two waves is of order $\alpha t^2/\hbar$, so they stay in step for a time of order $\sqrt{\hbar/\alpha}$. During that time the coupling $V$ builds up an amplitude of order $(V/\hbar)\sqrt{\hbar/\alpha}$ in the second wave. Its square gives
\begin{equation}
1-P\sim\frac{V^2}{\hbar\alpha}\qquad(\chi\ll1).
\label{eq:fastestimate}
\end{equation}
The numerical factor and the form of $P(\chi)$ for slower passages remain open.

\section{Exact solution of the two-wave problem}

\subsection{Plane waves that move with the field}

The Schr\"odinger equation is
\begin{equation}
i\hbar\frac{\partial\psi}{\partial t}
=\left[-\frac{\hbar^2}{2m}\frac{\partial^2}{\partial x^2}+U(x)-eFx\right]\psi .
\label{eq:tdse}
\end{equation}
The term $-eFx$ is not periodic. It can be removed by letting the wavevectors move:
\begin{equation}
\psi(x,t)=\sum_n c_n(t)\,e^{i[k(t)+nG]x}.
\label{eq:ansatz}
\end{equation}
The time derivative of one term contains two parts,
\begin{equation}
i\hbar\frac{\partial}{\partial t}\left(c_ne^{i(k+nG)x}\right)
=\left(i\hbar\dot c_n-\hbar\dot k\,x\,c_n\right)e^{i(k+nG)x}.
\end{equation}
The part proportional to $x$ cancels the field term on the right of \eqref{eq:tdse} if
\begin{equation}
\hbar\dot k=eF.
\label{eq:accel}
\end{equation}
By \eqref{eq:U}, the potential turns the wave $n$ into the waves $n+1$ and $n-1$, each with the factor $V$. Collecting the coefficient of $e^{i(k+nG)x}$ gives
\begin{equation}
i\hbar\dot c_n=\frac{\hbar^2(k+nG)^2}{2m}c_n+V(c_{n-1}+c_{n+1}).
\label{eq:cn}
\end{equation}
No approximation has been made so far.

\subsection{Two waves near the boundary}

At $k=G/2$ the waves $n=0$ and $n=-1$ have wavevectors $\pm G/2$ and equal energies. The next waves, $n=1$ and $n=-2$, have wavevectors $\pm3G/2$ and lie higher by
\begin{equation}
\frac{\hbar^2}{2m}\left(\frac{9G^2}{4}-\frac{G^2}{4}\right)=\frac{\hbar^2G^2}{m}.
\end{equation}
For $V\ll\hbar^2G^2/m$ they are hardly mixed in, and we drop them. Let $t=0$ be the moment of crossing and write $k=G/2+q$, where $q=eFt/\hbar$ by \eqref{eq:accel}. The two kinetic energies are
\begin{equation}
\frac{\hbar^2}{2m}\left(q\pm\frac G2\right)^2
=\frac{\hbar^2}{2m}\left(q^2+\frac{G^2}{4}\right)\pm\frac{\hbar^2Gq}{2m}
=E_c(q)\pm\hbar vq ,
\label{eq:diag}
\end{equation}
with the upper sign for $n=0$. The common part $E_c$ multiplies both amplitudes by the same phase and has no effect on probabilities. The difference is
\begin{equation}
2\hbar vq=2veF\,t=\alpha t,
\end{equation}
with the $\alpha$ of the estimate. It is linear in $t$ without any expansion about the boundary, because the quadratic terms in \eqref{eq:diag} are equal. Together with the constant coupling $V$ this is the Landau--Zener problem.

At fixed $q$ the matrix with diagonal elements $E_c\pm\hbar vq$ and off-diagonal element $V$ has the eigenvalues
\begin{equation}
E_\pm(q)=E_c(q)\pm\sqrt{(\hbar vq)^2+V^2}.
\label{eq:bands}
\end{equation}
These are the two bands. At $q=0$ they are separated by
\begin{equation}
E_g=2V.
\label{eq:gap}
\end{equation}
The coupling is thus half the gap. The speed $v$ belongs to the free electron. The group velocity $\hbar^{-1}dE_\pm/dq$ of either band vanishes at $q=0$, since both $E_c$ and the square root are even in $q$.

Far from the crossing, $|\hbar vq|\gg V$, each band is nearly one plane wave. By \eqref{eq:diag} the wave $n=0$ has the lower energy for $q<0$ and the higher energy for $q>0$. The electron therefore starts in $n=0$. If it is still in $n=0$ afterwards, it has changed band and keeps accelerating like a free electron. If it has gone over to $n=-1$, it has stayed in the lower band, and its wavevector has dropped by $G$: this is Bragg reflection. So $P$ is the probability of remaining in the wave $n=0$.

\subsection{One equation for one amplitude}

Let $a$ and $b$ be the amplitudes $c_0$ and $c_{-1}$ with the phases due to their diagonal energies removed. The relative phase is $\hbar^{-1}\int_0^t\alpha t'\,dt'=\alpha t^2/(2\hbar)$. We introduce
\begin{equation}
\tau=t\sqrt{\alpha/\hbar},\qquad \nu=\frac{V^2}{\hbar\alpha},
\label{eq:nu}
\end{equation}
so that the phase becomes $\tau^2/2$ and the coupling becomes $(V/\hbar)\sqrt{\hbar/\alpha}=\sqrt\nu$. With a prime for $d/d\tau$,
\begin{equation}
ia'=\sqrt\nu\,e^{i\tau^2/2}\,b,\qquad ib'=\sqrt\nu\,e^{-i\tau^2/2}\,a .
\label{eq:ab}
\end{equation}
Differentiating the first equation gives
\begin{equation}
ia''=i\tau\left(\sqrt\nu\,e^{i\tau^2/2}b\right)+\sqrt\nu\,e^{i\tau^2/2}b'
=i\tau(ia')-i\nu a .
\end{equation}
The first bracket was replaced by $ia'$, and $b'=-i\sqrt\nu\,e^{-i\tau^2/2}a$ was used in the last term. Division by $i$ leaves
\begin{equation}
a''-i\tau a'+\nu a=0 .
\label{eq:ode}
\end{equation}
We need the solution for which $b\to0$ as $\tau\to-\infty$. It is unique up to a constant factor: equations \eqref{eq:ab} conserve the overlap of any two solutions, so two orthogonal solutions cannot both begin entirely in $a$.

\subsection{A solution as an integral}

Define
\begin{equation}
J=\int p^{i\nu}E\,dp,\qquad K=\int p^{1+i\nu}E\,dp,\qquad
E=e^{-ip^2/2+ip\tau},
\label{eq:JK}
\end{equation}
along the ray $p=re^{-i\pi/4}$ from $r=0$ to $\infty$. There $p^2=-ir^2$, so $e^{-ip^2/2}=e^{-r^2/2}$ and the integrals converge. We claim that
\begin{equation}
a=K-\tau J
\label{eq:asol}
\end{equation}
solves \eqref{eq:ode}. Each derivative with respect to $\tau$ brings down a factor $ip$. Hence $J'=iK$ and $K'=iM$, where $M=\int p^{2+i\nu}E\,dp$, and
\begin{equation}
a'=iM-J-i\tau K .
\label{eq:aprime1}
\end{equation}
The function $p^{1+i\nu}E$ vanishes at both ends of the path, so the integral of its derivative is zero:
\begin{equation}
0=\int p^{i\nu}\left(1+i\nu-ip^2+ip\tau\right)E\,dp
=(1+i\nu)J-iM+i\tau K .
\end{equation}
This gives $iM-i\tau K=(1+i\nu)J$, and \eqref{eq:aprime1} becomes
\begin{equation}
a'=i\nu J,\qquad a''=i\nu(iK)=-\nu K .
\label{eq:aprime}
\end{equation}
Insertion into \eqref{eq:ode} yields $-\nu K+\nu\tau J+\nu(K-\tau J)=0$, as required.

\subsection{Long before the crossing}

Put $\tau=-T$ with $T\to\infty$. The factor $e^{-ipT}$ decays along the ray and confines the integrand to $|p|\sim1/T$, where $e^{-ip^2/2}\to1$. With $\int_0^\infty u^{z-1}e^{-u}du=\Gamma(z)$ and $u=iTp$,
\begin{equation}
J\to\Gamma(1+i\nu)\,(iT)^{-1-i\nu},\qquad
K\to\Gamma(2+i\nu)\,(iT)^{-2-i\nu}.
\end{equation}
On the ray $u$ has the argument $\pi/2-\pi/4=\pi/4$, and the path can be turned onto the positive real axis because $e^{-u}$ decays in between. Since $J$ falls as $1/T$, so does $a'=i\nu J$, and \eqref{eq:ab} then gives $b\to0$. The initial condition is met. In $a=K+TJ$ the first term vanishes as $1/T^2$, and
\begin{equation}
|a(-\infty)|=|\Gamma(1+i\nu)|\,\left|i^{-i\nu}\right|
=|\Gamma(1+i\nu)|\,e^{\pi\nu/2},
\label{eq:before}
\end{equation}
because $i=e^{i\pi/2}$ and $(i\pi/2)(-i\nu)=\pi\nu/2$. The factor $T^{-i\nu}$ has modulus one.

\subsection{Long after the crossing}

For $\tau=+T$ the factor $e^{ipT}$ grows on the original ray, and the path must be moved. We replace it by two pieces:
\begin{itemize}
\item a ray $R$ from $0$ to infinity with argument $3\pi/4$;
\item a straight line $L$ that returns from there through $p=T$ to infinity in the direction $-\pi/4$.
\end{itemize}
The old ray and $R$ together form a straight line through the origin, and $L$ is parallel to it. Between them lies a strip in which $p^{i\nu}$ is analytic, with arguments from $-\pi/4$ to $3\pi/4$. At the far ends of the strip the integrand vanishes as a Gaussian. The integrals are therefore unchanged.

On $R$, $e^{ipT}$ decays again. The calculation is the one above with $u=-iTp$, whose argument is $-\pi/2+3\pi/4=\pi/4$. Thus $J_R\to\Gamma(1+i\nu)(-iT)^{-1-i\nu}$, while $K_R$ falls as $1/T^2$. The contribution to $a=K-TJ$ has the modulus
\begin{equation}
|a_R|\to|\Gamma(1+i\nu)|\,\left|(-i)^{-i\nu}\right|
=|\Gamma(1+i\nu)|\,e^{-\pi\nu/2},
\label{eq:after}
\end{equation}
since now $(-i\pi/2)(-i\nu)=-\pi\nu/2$.

On $L$ write $p=T+w$ with $w=re^{-i\pi/4}$ and $r$ from $-\infty$ to $\infty$. The exponent is
\begin{equation}
-\frac i2(T+w)^2+iT(T+w)=\frac{iT^2}{2}-\frac{iw^2}{2}
=\frac{iT^2}{2}-\frac{r^2}{2},
\end{equation}
and the integrand of $K-TJ$ contains the factor $p-T=w$:
\begin{equation}
a_L=e^{iT^2/2}\int(T+w)^{i\nu}\,w\,e^{-r^2/2}\,dw .
\end{equation}
For large $T$, $(T+w)^{i\nu}\simeq T^{i\nu}(1+i\nu w/T)$. The first term gives an odd integrand and integrates to zero. The second gives a contribution proportional to $1/T$. Hence $a_L\to0$, and \eqref{eq:after} is the whole final amplitude.

\subsection{The probability}

The initial occupation of $b$ is zero, so $P$ is the squared ratio of \eqref{eq:after} to \eqref{eq:before}. The gamma functions cancel:
\begin{equation}
P=\left(\frac{e^{-\pi\nu/2}}{e^{\pi\nu/2}}\right)^2=e^{-2\pi\nu}.
\label{eq:LZ}
\end{equation}
With $V=E_g/2$ and $\alpha=2veF$,
\begin{equation}
\nu=\frac{(E_g/2)^2}{\hbar\,(2veF)}=\frac{E_g^2}{8\hbar veF},
\end{equation}
and the interband probability is
\begin{equation}
P=\exp\left(-\frac{\pi E_g^2}{4\hbar veF}\right).
\label{eq:result}
\end{equation}
The exponent is inversely proportional to the field, so doubling $F$ replaces $P$ by $\sqrt P$. In a weak field $P\to0$ and the electron is Bragg reflected. In a strong field $P\to1$ and it passes as if the potential were absent. Both limits refer to two waves and an infinitely long sweep. In the crystal, a sudden sweep from $k=0$ to $G$ leaves in the lowest band the squared overlap of the initial and final Bloch states, about $(4mV/\hbar^2G^2)^2$ or $1.3\times10^{-3}$ for the parameters below, and $1-P$ levels off near this value instead of vanishing.

\section{Numbers}

In Hartree atomic units $\hbar=m=e=1$. The lattice constant of 6 bohr gives $G=2\pi/6=1.0472$ and $v=G/2=0.5236$. The gap is $E_g=2V=0.020$ hartree, or $0.544$ eV. For the middle field, $F=0.0005$ ($2.57\times10^8$ V/m),
\begin{align}
\alpha&=2(0.5236)(0.0005)=5.236\times10^{-4},\\
\nu&=\frac{(0.01)^2}{5.236\times10^{-4}}=0.1910,\\
P&=e^{-2\pi(0.1910)}=e^{-1.200}=0.301 .
\end{align}

The two-wave model and the infinite sweep can be checked by solving \eqref{eq:cn} numerically with eight plane waves while $k$ goes from $0$ to $G$. The electron starts in the lowest Bloch state, and $P$ is one minus the final population of the lowest band.

\begin{center}
\begin{tabular}{ccc}
$F$ (a.u.) & $P$ from \eqref{eq:result} & $P$, eight waves\\
0.00025 & 0.0907 & 0.0908\\
0.00050 & 0.3012 & 0.3013\\
0.00100 & 0.5488 & 0.5490
\end{tabular}
\end{center}

The differences are below $2\times10^{-4}$ in $P$. The square-root rule can be read off the formula's column: $\sqrt{0.0907}=0.301$ and $\sqrt{0.3012}=0.549$.

\section{Estimate and exact solution compared}

Since $\chi=E_g^2/(\hbar\alpha)=4\nu$, the result \eqref{eq:result} reads
\begin{equation}
P=e^{-\pi\chi/2}.
\end{equation}
It depends on $\chi$ alone, as the scaling argument required. The estimated field \eqref{eq:Fstar} is $F_*=(0.020)^2/(2\times0.5236)=3.8\times10^{-4}$ a.u. The exponent of \eqref{eq:result} equals one at $6.0\times10^{-4}$ a.u. The estimate is too low by the factor $\pi/2$, and at $F_*$ itself $P=e^{-\pi/2}=0.21$. As a marker of where band changes become appreciable, it serves.

In the fast regime, expansion of \eqref{eq:LZ} gives
\begin{equation}
1-P\simeq2\pi\nu=2\pi\frac{V^2}{\hbar\alpha}\qquad(2\pi\nu\ll1).
\end{equation}
The estimate \eqref{eq:fastestimate} has the right dependence on $V$ and $\alpha$ but lacks the factor $2\pi$. The factor is not negligible. At the largest field of the table $\nu$ is half of $0.191$, or $0.095$, which looks small, yet $1-P=0.45$. The passage is fast when $2\pi\nu$ is small, a stricter demand than small $\nu$.

The time scales of the estimate also show when \eqref{eq:result} can be trusted. For the middle field the gap is felt for about $t_g=E_g/\alpha=38$ a.u., and the waves stay in step for about $\sqrt{\hbar/\alpha}=44$ a.u. The electron needs $\hbar G/(eF)=2094$ a.u. to cross the zone. Both times are about $2\%$ of this, so the start and the end of the sweep are remote from the crossing. The other waves are remote too: $V$ is about $1\%$ of $\hbar^2G^2/m=1.10$ hartree. The ratio of $t_g$ to the crossing time is $mE_g/(\hbar^2G^2)$, independent of $F$, so it repeats this last condition. These criteria keep the absolute error of $P$ small, not the relative error of a very small $P$: at $F=2\times10^{-5}$ a.u. the formula gives $10^{-13}$, while the abrupt start and end of the sweep from $k=0$ to $G$ alone leave a population of order $10^{-11}$ in the upper bands.

The conditions of a long sweep and of remote waves both weaken if $V$ is raised tenfold to $0.10$ hartree and $F$ a hundredfold to $0.05$ a.u., which keeps $V^2/F$ and hence $\nu$ unchanged. The gap from eight waves is then $0.198$ hartree, larger than the free-electron energy $\hbar^2G^2/(8m)=0.137$ hartree at the boundary. With this gap the formula gives $P=0.307$, whereas the eight-wave propagation gives $0.285$. The formula is too high by $8\%$ of the propagated value. The calculation does not separate the share of the extra waves from that of the short sweep.

The result also refers to a single passage. An electron that stays in the lower band is carried to the next zone boundary and meets the gap again. Successive crossings can interfere only if the part that went to the upper band comes back. That part, the wave $n=0$, next meets the wave $n=-2$ at $k=G$. The two are coupled only in second order, through the wave $n=-1$ that lies $\hbar^2G^2/(2m)$ lower, so the coupling is about $V_2=V^2/(\hbar^2G^2/2m)=1.8\times10^{-4}$ hartree. Both waves move at speed $\hbar G/m$, so the sweep rate is $\alpha_2=2(\hbar G/m)eF$, and for the middle field the probability of reflection there is about $2\pi V_2^2/(\hbar\alpha_2)=2\times10^{-4}$. For a weak potential the upper-band part therefore escapes to higher bands, and the lowest band keeps approximately the fraction $(1-P)^N$ after $N$ passages. The error is larger than the small reflection probability suggests, because the returning part adds as an amplitude. After two passages at the middle field it contributes $P\sqrt{2\times10^{-4}}\approx0.004$ beside the direct amplitude $1-P=0.70$. Depending on the phase, the cross term shifts $(1-P)^2=0.488$ by up to $2(0.70)(0.004)\approx0.006$, about $1\%$. If the potential is strong enough that this second gap reflects appreciably, and the phase survives between passages, the amplitudes of successive crossings interfere and multiplying probabilities is no longer justified.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant            6.0 bohr
G                           1.04720 1/bohr
free speed v = G/2          0.52360 a.u.
free energy at boundary     0.13708 hartree
V                           0.010 hartree
gap Eg = 2V                 0.020 hartree
gap Eg                      0.5442 eV
gap from eight waves        0.0199983 hartree
lower-band velocity at G/2  4.2e-13 a.u.
middle field F              0.00050 a.u.
middle field F              2.571e+08 V/m
sweep rate alpha = 2vF      5.2360e-04 a.u.
nu = V^2/alpha              0.19099
exponent 2 pi nu            1.20000
field with exponent 1       6.0000e-04 a.u.
gap time Eg/alpha           38.20 a.u.
sweep time 1/sqrt(alpha)    43.70 a.u.
time through zone G/F       2094.4 a.u.
interband probability: field (a.u.), formula, two waves, eight waves
  0.00025  0.09072  0.09071  0.09079
  0.00050  0.30119  0.30120  0.30133
  0.00100  0.54881  0.54886  0.54897
strong case V               0.10 hartree
strong case F               0.050 a.u.
strong case gap             0.19835 hartree
strong case P, formula      0.3072
strong case P, eight waves  0.2846
error of formula, weak      1.3e-04
error of formula, strong    2.3e-02
\end{verbatim}
